# Quantum reflection and the thermionic prefactor of a two-dimensional band step

## Definitions and conventions

A two-dimensional source fills the half-plane $x<0$ and a two-dimensional channel fills $x>0$. Both have parabolic bands of mass $m$ and the same spin and valley degeneracy $g$. The source band bottom is the zero of energy, the channel band bottom is at $V>0$, and the edge is straight and abrupt:

$$U(x)=0\ (x<0),\qquad U(x)=V\ (x>0).$$

The source has chemical potential $\mu$ and the barrier is $\Phi=V-\mu$. The energy carried by motion along $x$ is $E_x$, and $\varepsilon=E_x-V$ is its excess over the plateau. We write

$$\beta=\frac1{k_BT},\qquad u=\frac{V}{k_BT},\qquad \tau=\frac{k_BT}{V}=\frac1u .$$

$J$ is the current per unit width that the source sends into the channel, counted positive for electrons moving towards $+x$. The opposite current, which cancels it in equilibrium, is not included.

Four assumptions hold until they are lifted by name: $\Phi\gg k_BT$; $V$ and $\mu$ do not depend on temperature; the wavenumber $k_y$ along the edge is conserved; electrons do not scatter inelastically at the edge. The first makes the emitted tail nondegenerate even when the source itself is degenerate.

The claim concerns the factor in front of $e^{-\Phi/k_BT}$. Without reflection it is proportional to $T^{3/2}$. With reflection it tends to $T^2$ when $k_BT\ll V$.

## The current integral

A state with wavevector $(k_x,k_y)$ has velocity $v_x=\hbar k_x/m$. If a fraction $\mathcal T$ of its flux is transmitted,

$$J=ge\int\frac{dk_x\,dk_y}{4\pi^2}\,v_x\,\mathcal T\,e^{-\beta(E-\mu)},\qquad E=E_x+\frac{\hbar^2k_y^2}{2m}.$$

The Boltzmann factor replaces the Fermi function because every transmitted electron has $E-\mu\ge\Phi\gg k_BT$.

Since $E_x=\hbar^2k_x^2/2m$, we have $v_x\,dk_x=dE_x/\hbar$. Equal masses make the transverse energy the same on both sides, so it drops out of the energy balance and $\mathcal T$ depends on $E_x$ alone. The $k_y$ integral is then a separate Gaussian,

$$\int_{-\infty}^{\infty}e^{-\beta\hbar^2k_y^2/2m}\,dk_y=\frac{\sqrt{2\pi mk_BT}}{\hbar}.$$

Electrons with $E_x<V$ are totally reflected. With $E_x=V+\varepsilon$ and $4\pi^2\hbar^2=h^2$,

$$J=\frac{ge\sqrt{2\pi mk_BT}}{h^2}\,e^{-\beta\Phi}\int_0^\infty d\varepsilon\,e^{-\beta\varepsilon}\,\mathcal T(\varepsilon).$$

Define the thermally averaged transmission

$$M=\beta\int_0^\infty d\varepsilon\,e^{-\beta\varepsilon}\,\mathcal T(\varepsilon).$$

The remaining integral equals $k_BT\,M$, and therefore

$$J=A\,T^{3/2}\,M\,e^{-\Phi/k_BT},\qquad A=\frac{ge\sqrt{2\pi m}\,k_B^{3/2}}{h^2}.$$

Classically every electron above the step passes, $\mathcal T=1$ and $M=1$. Of the power $3/2$, one half comes from the transverse motion and one from the normal motion.

## Reflection at the step

For unit incoming amplitude the wave is $e^{ik_1x}+re^{-ik_1x}$ on the left and $te^{ik_2x}$ on the right, with

$$\frac{\hbar^2k_1^2}{2m}=V+\varepsilon,\qquad \frac{\hbar^2k_2^2}{2m}=\varepsilon .$$

Continuity of the wave gives $1+r=t$. Continuity of its slope, which is the right condition for equal masses, gives $k_1(1-r)=k_2t$. Eliminating $t$,

$$r=\frac{k_1-k_2}{k_1+k_2},\qquad \mathcal T=1-r^2=\frac{4k_1k_2}{(k_1+k_2)^2}.$$

With $x=\varepsilon/V$ from here to the end of the section on the local exponent,

$$\mathcal T=\frac{4\sqrt{x(1+x)}}{\left(\sqrt{1+x}+\sqrt x\right)^2}.$$

Because $(\sqrt{1+x}+\sqrt x)(\sqrt{1+x}-\sqrt x)=1$, dividing by the square of the first bracket is the same as multiplying by

$$\left(\sqrt{1+x}-\sqrt x\right)^2=2x+1-2s,\qquad s=\sqrt{x^2+x}.$$

Hence

$$\mathcal T=4s(2x+1)-8(x^2+x).$$

Near threshold $s\approx\sqrt x$, and $\mathcal T=4\sqrt x-8x+\dots$. An electron that barely clears the step moves slowly in the channel, and the mismatch of wavenumbers reflects it almost completely.

## The limit $k_BT\ll V$

Two bounds settle the limit. First, $(\sqrt{1+x}+\sqrt x)^2\ge 1+x\ge\sqrt{1+x}$, so $\mathcal T\le4\sqrt x$. Secondly, for $x\le1$ we use $s\ge\sqrt x$ and $x\sqrt x\ge x^2$:

$$\mathcal T\ge4\sqrt x+8x\sqrt x-8x^2-8x\ge4\sqrt x-8x .$$

For $x>1$ the right-hand side is negative and the inequality is plain. Averaging with $M=u\int_0^\infty e^{-ux}\mathcal T\,dx$ requires

$$u\int_0^\infty4\sqrt x\,e^{-ux}dx=\frac{4\,\Gamma(3/2)}{\sqrt u}=2\sqrt{\frac{\pi}{u}},\qquad u\int_0^\infty8x\,e^{-ux}dx=\frac8u .$$

Thus

$$2\sqrt{\frac{\pi}{u}}-\frac8u\;\le\;M\;\le\;2\sqrt{\frac{\pi}{u}} .$$

As $u\to\infty$ the ratio of the two bounds tends to one, so $M\to2\sqrt{\pi k_BT/V}$ and

$$J\to B\,T^2e^{-\Phi/k_BT},\qquad B=2A\sqrt{\frac{\pi k_B}{V}}=\frac{2\pi ge\,k_B^2}{h^2}\sqrt{\frac{2m}{V}} .$$

The extra half power is the thermal average of $\sqrt\varepsilon$. The current is smaller than the classical one in this limit, although its prefactor has the higher power of $T$.

## The average at any temperature

The average has a closed form. Substitute $t=2x+1$, so that $s=\tfrac12\sqrt{t^2-1}$ and $dx=dt/2$, and put $z=u/2$. Then $e^{-ux}=e^{z}e^{-zt}$, and the first part of $\mathcal T$ contributes

$$u\,e^{z}\int_1^\infty e^{-zt}\,t\sqrt{t^2-1}\,dt .$$

The modified Bessel function $K_1$ has the integral representation

$$\int_1^\infty e^{-zt}\sqrt{t^2-1}\,dt=\frac{K_1(z)}{z}.$$

Taking $-d/dz$ of both sides, with $\frac{d}{dz}\left[K_1(z)/z\right]=-K_2(z)/z$, gives $K_2(z)/z$ for the integral that is needed. The first part is therefore $ue^zK_2(z)/z=2e^{u/2}K_2(u/2)$. The second part is $8u(2/u^3+1/u^2)$. Together,

$$M(u)=2e^{u/2}K_2\!\left(\frac u2\right)-\frac8u-\frac{16}{u^2}.$$

For large $z$, $K_2(z)=\sqrt{\pi/2z}\,e^{-z}\left(1+15/(8z)+\dots\right)$, so that

$$M=2\sqrt{\frac{\pi}{u}}\left[1-\frac{4}{\sqrt{\pi u}}+\frac{15}{4u}+\dots\right].$$

For small $z$, $K_2(z)=2/z^2-\tfrac12+\dots$. Expanding $e^z$ as well,

$$2e^zK_2(z)=\frac4{z^2}+\frac4z+1+O(z)=\frac{16}{u^2}+\frac8u+1+O(u).$$

The singular terms cancel and $M\to1$. When $k_BT\gg V$, with $\Phi\gg k_BT$ still required and hence $\mu$ far below the source band, most electrons are too fast to notice the step and the $T^{3/2}$ law returns.

## The local exponent and the apparent barrier

At finite temperature the useful quantity is the local power of the prefactor,

$$n=\frac{d\ln\left(Je^{\Phi/k_BT}\right)}{d\ln T}=\frac32+\frac{d\ln M}{d\ln T}.$$

Because $d/d\ln T=-\beta\,d/d\beta$, differentiating the definition of $M$ gives

$$\frac{d\ln M}{d\ln T}=-1+\beta\langle\varepsilon\rangle,\qquad \langle\varepsilon\rangle=\frac{\int_0^\infty\varepsilon\,e^{-\beta\varepsilon}\mathcal T\,d\varepsilon}{\int_0^\infty e^{-\beta\varepsilon}\mathcal T\,d\varepsilon}.$$

Therefore

$$n=\frac12+\frac{\langle\varepsilon\rangle}{k_BT}.$$

The exponent measures the mean excess normal energy of the transmitted electrons. Classically this is $k_BT$. Reflection removes the slowest electrons and raises it.

For $u\gg1$ insert $\mathcal T=4\sqrt x-8x$ above and below, with $\Gamma(3/2)=\sqrt\pi/2$ and $\Gamma(5/2)=3\sqrt\pi/4$:

$$\frac{\langle\varepsilon\rangle}{k_BT}=\frac{3\sqrt\pi-16/\sqrt u}{2\sqrt\pi-8/\sqrt u}=\frac32-\frac{2}{\sqrt{\pi u}}+O\!\left(\frac1u\right).$$

So

$$n=2-\frac{2}{\sqrt\pi}\sqrt{\tau}+O(\tau).$$

The correction falls as the square root of temperature, which makes the approach slow. The closed form gives:

| $k_BT/V$ | $M$ | $2\sqrt{\pi\tau}$ | $n$ |
|---|---|---|---|
| 0.1 | 0.616 | 1.121 | 1.752 |
| 0.01 | 0.286 | 0.354 | 1.899 |
| 0.001 | 0.1045 | 0.1121 | 1.966 |
| 0.0001 | 0.0347 | 0.0354 | 1.989 |

In the first row the leading term exceeds one, which no average transmission can do. It is useless there.

The exponent matters when a barrier is read from the slope of $\ln(J/T^p)$ against $1/k_BT$. Since $-d/d\beta=k_BT\,d/d\ln T$,

$$-\frac{d}{d\beta}\ln\frac{J}{T^p}=\Phi+(n-p)k_BT .$$

Choosing $p=3/2$ overstates the barrier in this model, and $p=2$ understates it as long as $n<2$.

## What is held fixed: the chemical potential

For a source of fixed density $n_s$ and constant density of states $D=gm/(2\pi\hbar^2)$,

$$n_s=\int_0^\infty\frac{D\,dE}{e^{\beta(E-\mu)}+1}=Dk_BT\ln\left(1+e^{\beta\mu}\right).$$

Writing $n_s=DE_F$ and solving, $\mu=E_F+k_BT\ln(1-e^{-E_F/k_BT})$. A degenerate source thus has a nearly constant $\mu$.

A nondegenerate source has $e^{\beta\mu}\approx n_s/(Dk_BT)$ instead. Then

$$J=AT^{3/2}Me^{\beta\mu}e^{-\beta V}\propto T^{1/2}M\,e^{-V/k_BT}.$$

The activation energy is now $V$, the classical power is $1/2$, and reflection raises it towards 1. The change by one half survives, but the powers $3/2$ and $2$ belong to fixed $\mu$.

## Worked example

Take illustrative parameters, with a metallic-phase edge contact to monolayer MoS₂ at flat band in mind: $m=0.5$ electron masses, $g=4$, $\Phi=0.30$ eV and a source band filled to $0.70$ eV. Then $V=1.00$ eV. At $300$ K, $k_BT=0.02585$ eV and $u=38.68$.

The constant is $A=0.1267$ A m⁻¹ K$^{-3/2}$, and $300^{3/2}=5196$. The classical current is

$$0.1267\times5196\times e^{-0.30\times38.682}=658\times9.12\times10^{-6}\ \text{A/m}=6.0\times10^{-3}\ \text{A/m},$$

which is $6.0$ nA/µm. The leading term of the average is $2\sqrt{\pi/38.68}=0.570$. Its first two corrections multiply this by $1-0.363+0.097=0.734$ and give $0.418$; the closed form gives $0.409$. Hence

$$J=0.409\times6.0\ \text{nA/µm}=2.5\ \text{nA/µm}.$$

The pure $T^2$ formula would overstate this current by 39 per cent, even though $k_BT$ is only 2.6 per cent of $V$.

The transmitted electrons have $\langle\varepsilon\rangle=34.9$ meV, so $n=0.5+34.9/25.85=1.85$. At 300 K the apparent barrier for $p=3/2$ is too high by $0.35\times25.85=9.0$ meV. Straight-line fits to the model current at nine equally spaced temperatures from 200 to 400 K return $0.3084$ eV for $p=3/2$ and $0.2965$ eV for $p=2$.

With $V$ and $\Phi$ fixed, $n$ reaches $1.95$ at about $25$ K, where $k_BT/V=0.0022$. The current is then about $10^{-59.5}$ A/m, far too small to measure. To have the same ratio at room temperature, $V$ would have to be about 12 eV. For these parameters $T^2$ is a mathematical limit, while the exponent $1.85$ describes the model at its temperature of use.

## Which departures keep the law

Suppose first that the step is smooth but reaches its plateau at a finite distance $d$. At threshold the channel wave has zero slope at $d$. Let $w$ be the real solution with $w(d)=1$, $w'(d)=0$; in the source it is $C\cos(k_1x+\delta)$, with incoming amplitude of modulus $C/2$. Scaling to unit incoming amplitude gives $|t|^2\to4/C^2$, and

$$\mathcal T=\frac{k_2}{k_1}|t|^2\to\frac{4}{C^2}\frac{k_2}{k_1}\propto\sqrt\varepsilon .$$

The abrupt step has $C=1$. A short smooth step changes the coefficient and keeps the limiting power 2. For the profile $V/(1+e^{-x/a})$, whose tail is exponential, the known hypergeometric solution gives

$$\mathcal T=\frac{\sinh(2\pi ak_1)\sinh(2\pi ak_2)}{\sinh^2[\pi a(k_1+k_2)]},$$

again linear in $k_2$ at threshold. With $a=0.1$ nm (10 to 90 per cent of the rise in $0.44$ nm), quadrature gives $M=0.51$ and $n=1.81$ at 300 K.

For unequal masses the continuous quantities are $\psi$ and $\psi'/m$, so velocities replace wavenumbers: $\mathcal T=4v_1v_2/(v_1+v_2)^2$. The transverse energy no longer cancels, but $\mathcal T\propto v_2\propto\sqrt\varepsilon$ remains at threshold. A lighter source has no states at large $k_y$, but these carry negligible weight when $(m_{\rm channel}/m_{\rm source}-1)\,k_BT\ll V$, so the limiting power is 2 for either ordering of the masses. Doubling the source mass, with the channel mass, $V$ and $\Phi$ fixed and $A$ evaluated with the channel mass, gives $M=0.52$ and $n=1.81$ at 300 K.

## Which departures destroy it

An electron outside a plane metal is attracted by its image. Take the channel potential as

$$U(x)=V-\frac{c}{x+c/V},\qquad c=\frac{e^2}{16\pi\epsilon_0\epsilon_r}.$$

At $\varepsilon=0$ the local wavenumber far out is $q=\sqrt{2mc/x}/\hbar$. Reflection is weak where $|q'|/q^2=1/(2xq)\propto x^{-1/2}$ is small, and this holds at large $x$. A travelling wave can therefore carry flux away even at threshold, $\mathcal T$ tends to a nonzero constant, and the limiting power is $3/2$ again.

Matching an outgoing Coulomb wave at $x=0$ for $\epsilon_r=10$ gives $\mathcal T=0.73$ at $\varepsilon=10^{-6}$ eV, where the abrupt step gives $0.004$. At 300 K the averages are $M=0.77$, $n=1.55$ for $\epsilon_r=10$ and $M=0.92$, $n=1.51$ for $\epsilon_r=4$, with $V$ and $\Phi$ unchanged.

A field in the channel, $U=V-Fx$ with $F$ the force, also removes the threshold. Balancing $\hbar^2/(2m\ell^2)=F\ell$ gives a length $\ell$ and the energy scale

$$\theta=F\ell=\left(\frac{\hbar^2F^2}{2m}\right)^{1/3}.$$

The plateau result requires $\theta\ll k_BT$. Outgoing Airy waves, averaged with the Fermi occupation of the source and empty channel states, give at 300 K:

| Field (MV/cm) | $\theta$ (meV) | $J/J_{\rm flat}$ | $n$ |
|---|---|---|---|
| 0.01 | 4.2 | 1.08 | 1.75 |
| 0.1 | 20 | 2.0 | 0.87 |
| 1 | 91 | 940 | −8.5 |

The negative exponent in the last row means that tunnelling below the barrier top has lowered the activation energy. An analysis with $p=3/2$ would find it smaller than $\Phi$ by $10.0\,k_BT=0.26$ eV.

The table leaves out the image tail. With the tail for $\epsilon_r=10$ included, a field of only 0.01 MV/cm already gives $n=1.12$ at 300 K, because field and image together lower the top of the barrier.

## Reading the model beside a real contact

The barrier, mass and source depth are chosen for illustration and are not measured values for a particular contact. The single parabolic source band of equal mass is an idealisation of the metallic phase. Fermi statistics change the current by only $-2.5\times10^{-6}$ of its value, and the chemical potential of the model source moves by less than $10^{-13}$ eV at 300 K.

Away from flat band, a drop of $0.3$ eV over 3 nm already means 1 MV/cm, and tunnelling then overwhelms the thermionic law. At flat band the image tail is still a large effect: for $\epsilon_r=10$ it raises the current by a factor $0.77/0.41=1.9$ and takes back most of the change in exponent. The plane-metal image is itself an estimate, since a thin sheet screens differently at its edge. In this model a prefactor near $T^2$ therefore needs a flat channel, $k_BT\ll V$ and a step far shorter than the thermal wavelength in the channel. The last condition is strict. For the smooth profile above it reads $2\pi ak_2\ll1$ at $\varepsilon=k_BT$, which means $a\ll0.27$ nm at 300 K, although $h/\sqrt{2\pi mk_BT}$ is $6.1$ nm; $a=0.5$ nm already lowers $n$ to $1.59$. A material contact with a Coulomb tail should not be assumed to show the $T^2$ law.

Numerical values quoted here were computed with a short program.
